# Congruent Evaporation of a Precursor–Donor Liquid with a Volatile 1:1 Adduct

## Definitions and conventions

A Lewis-acid precursor A and a donor D combine reversibly into a 1:1 adduct C = AD. The liquid contains all three species, with true mole fractions \(x_A+x_D+x_C=1\). The vapour contains the same species at partial pressures \(p_A,p_D,p_C\), with total pressure \(P=p_A+p_D+p_C\).

The overall composition counts an adduct molecule as one A and one D. If \(n_A\) and \(n_D\) are the total amounts of A and D in the liquid, free and bound, then

\[
X=\frac{n_A}{n_A+n_D}=\frac{x_A+x_C}{1+x_C},\qquad
Y=\frac{p_A+p_C}{P+p_C}
\]

are the overall fractions of A in liquid and vapour. The denominators follow from \(x_A+x_D+2x_C=1+x_C\) and its counterpart for the vapour. Evaporation is congruent when \(Y=X\), or equivalently

\[
\frac{p_A+p_C}{p_D+p_C}=\frac{x_A+x_C}{x_D+x_C}. \tag{1}
\]

This does not require each species to have the same mole fraction in both phases.

The model assumes a single liquid phase that is an ideal mixture of the three species, an ideal gas, fast association equilibrium and a fixed temperature \(T\). The association constant

\[
K=\frac{x_C}{x_Ax_D}>0 \tag{2}
\]

is dimensionless. The vapour pressures of the pure liquids A, D and C are \(a\), \(d\) and \(c\). The last belongs to a hypothetical liquid of undissociated adduct. It is not the pressure over a real 1:1 liquid, which also contains free A and D. Four combinations recur:

\[
\alpha=a-c,\quad \delta=d-c,\quad S=\sqrt{1+K},\quad r=\sqrt{\delta/\alpha}.
\]

The ratio \(r\) is used where \(\alpha\) and \(\delta\) have the same sign.

## Species in the liquid and in the vapour

Take one mole of A plus D, and let \(\xi\) be the amount of adduct in moles. The free amounts are \(X-\xi\) and \(1-X-\xi\), and the number of moles of molecules is \(1-\xi\). Equation (2) becomes

\[
K=\frac{\xi(1-\xi)}{(X-\xi)(1-X-\xi)}.
\]

The denominator expands to \(X(1-X)-\xi+\xi^2\). Multiplying out and collecting \(\xi-\xi^2\) gives

\[
(1+K)(\xi-\xi^2)=KX(1-X).
\]

With \(\kappa=K/(1+K)\) this is \(\xi^2-\xi+\kappa X(1-X)=0\). The amount of adduct cannot exceed the smaller of \(X\) and \(1-X\), so \(\xi\le 1/2\) and the lower root applies:

\[
\xi=\frac{1-\sqrt{1-4\kappa X(1-X)}}{2}
=\frac{2\kappa X(1-X)}{1+\sqrt{1-4\kappa X(1-X)}}. \tag{3}
\]

The second form, obtained by multiplying by the conjugate, avoids subtracting nearly equal numbers when \(\xi\) is small. The mole fractions are

\[
x_A=\frac{X-\xi}{1-\xi},\quad x_D=\frac{1-X-\xi}{1-\xi},\quad x_C=\frac{\xi}{1-\xi}.
\]

For the vapour, let \(\mu_i^*\) be the chemical potential of pure liquid \(i\), and \(P_i\) its vapour pressure. Then

\[
\mu_i^{\rm liq}=\mu_i^*+RT\ln x_i,\qquad
\mu_i^{\rm gas}=\mu_i^*+RT\ln(p_i/P_i).
\]

The gas expression has the right reference because a pure liquid is in equilibrium with its vapour at \(p_i=P_i\). Equating the two gives Raoult's law for each true species:

\[
p_A=ax_A,\qquad p_D=dx_D,\qquad p_C=cx_C. \tag{4}
\]

The gas-phase association constant follows:

\[
K_p=\frac{p_C}{p_Ap_D}=\frac{c\,x_C}{ad\,x_Ax_D}=\frac{Kc}{ad}. \tag{5}
\]

It has the unit of inverse pressure. An implementation must not choose \(K\), \(K_p\), \(a\), \(d\) and \(c\) all independently: any four fix the fifth.

## The congruence condition

Split the denominators of \(X\) and \(Y\) into their A and D parts, and put \(Y-X\) over a common denominator. The products containing A parts of both phases cancel, which leaves

\[
Y-X=\frac{(p_A+p_C)(x_D+x_C)-(p_D+p_C)(x_A+x_C)}{(1+x_C)(P+p_C)}.
\]

By (4), the two products in the numerator are

\[
\begin{aligned}
(ax_A+cx_C)(x_D+x_C)&=ax_Ax_D+ax_Ax_C+cx_Dx_C+cx_C^2,\\
(dx_D+cx_C)(x_A+x_C)&=dx_Ax_D+dx_Dx_C+cx_Ax_C+cx_C^2.
\end{aligned}
\]

The terms in \(x_C^2\) cancel on subtraction, but those linear in \(x_C\) do not. The numerator is

\[
(a-d)x_Ax_D+\alpha x_Ax_C-\delta x_Dx_C .
\]

Now insert \(x_C=Kx_Ax_D\) and \(a-d=\alpha-\delta\), and define

\[
u=1+Kx_A,\qquad v=1+Kx_D.
\]

The result is

\[
Y-X=\frac{x_Ax_D(\alpha u-\delta v)}{(1+x_C)(P+p_C)}. \tag{6}
\]

At an interior composition all factors outside the bracket are positive. Congruence therefore requires

\[
\alpha u=\delta v. \tag{7}
\]

A second relation comes from the sum of mole fractions:

\[
uv=1+K(x_A+x_D)+K^2x_Ax_D
=1+K(x_A+x_D+x_C)=1+K=S^2. \tag{8}
\]

Since \(u\) and \(v\) are positive, (7) needs \(\alpha\) and \(\delta\) to have the same sign, apart from the degenerate case \(\alpha=\delta=0\), in which every composition is congruent. Multiplying (7) by \(u\) and using (8) gives \(\alpha u^2=\delta S^2\), so

\[
u=Sr,\qquad v=S/r. \tag{9}
\]

The overall ratio follows from \(x_C=Kx_Ax_D\), \(x_A=(u-1)/K\) and \(x_D=(v-1)/K\):

\[
\frac{n_A}{n_D}=\frac{x_A(1+Kx_D)}{x_D(1+Kx_A)}
=\frac{(u-1)v}{(v-1)u}=\frac{1-1/u}{1-1/v}. \tag{10}
\]

Inserting (9) and multiplying numerator and denominator by \(S\) yields

\[
\boxed{\frac{n_A}{n_D}=\frac{S-1/r}{S-r},\qquad
X^*=\frac{S-1/r}{2S-r-1/r}.} \tag{11}
\]

## When a congruent composition exists

Both free species must be present, so \(u>1\) and \(v>1\). By (9) this means \(1/S<r<S\), or

\[
\frac{1}{1+K}<\frac{\delta}{\alpha}<1+K. \tag{12}
\]

Conversely, any \(u,v>1\) with \(uv=1+K\) give positive mole fractions that sum to one, so (12) is also sufficient. Equation (9) supplies one value of \(u\), hence at most one interior congruent composition when \(\alpha\) and \(\delta\) are not both zero.

To restate (12) in terms of volatility, let \(m\) and \(M\) be the smaller and larger of \(|\alpha|\) and \(|\delta|\). Then \(M/m<1+K\) is the same as \(M-m<Km\). Equal signs mean that \(c\) lies outside the interval between \(a\) and \(d\). In that case \(m\) is the distance from \(c\) to the nearer end, and \(M-m=|a-d|\). For \(a\ne d\) the criterion is therefore

\[
c\notin[\min(a,d),\max(a,d)]\quad\text{and}\quad Km>|a-d|. \tag{13}
\]

An adduct of intermediate volatility gives no congruent mixture in this model, however strong the binding. For \(a=d\ne c\), any positive \(K\) suffices.

At the threshold the congruent point leaves through one end of the composition range. If \(c<a<d\), then \(r\to S\) and \(v\to1\), so \(x_D\to0\) and \(X^*\to1\): the mixture approaches pure A, the less volatile component.

The criterion was tested on 500 random parameter sets, with pressures from 1 to 1000 in common units and \(K\) from 0.1 to 1000. A scan of \(Y-X\) over composition found one congruent point in 234 sets and none in 266, in agreement with (13) in every set.

## Total pressure at the congruent point

Eliminating \(x_C=1-x_A-x_D\) from the total pressure gives

\[
P=c+\alpha x_A+\delta x_D
=c+\frac{\alpha u+\delta v-\alpha-\delta}{K}. \tag{14}
\]

Along the composition curve \(v=(1+K)/u\), so \(dv/du=-v/u\) and

\[
\frac{dP}{du}=\frac{\alpha u-\delta v}{Ku}. \tag{15}
\]

The ratio (10) rises with \(u\), because \(1-1/u\) rises while \(v\), and with it \(1-1/v\), falls. Thus \(u\) and \(X\) increase together, and (6) and (15) show that \(dP/dX\) has the sign of \(Y-X\). The pressure is stationary at the congruent composition, which is therefore an azeotrope in overall composition.

The derivative of \(\alpha u-\delta v\) with respect to \(u\) is \(\alpha+\delta v/u\). It is positive if \(c\) is below both \(a\) and \(d\), which gives a pressure minimum. It is negative if \(c\) is above both, which gives a maximum. From (9), \(\alpha u=\delta v=sS\sqrt{\alpha\delta}\), where \(s=\pm1\) is the common sign of \(\alpha\) and \(\delta\). Hence

\[
P^*=c+\frac{2sS\sqrt{\alpha\delta}-\alpha-\delta}{K}. \tag{16}
\]

## Drift of the remaining liquid

Let \(N=n_A+n_D\) be the amount left in the liquid while equilibrium vapour is continuously removed. The balance for A is \(d(XN)=Y\,dN\). Expanding the left side gives \(N\,dX=(Y-X)\,dN\), or

\[
\frac{dX}{d\ln N}=Y-X. \tag{17}
\]

Near a pressure minimum, \(Y>X\) on the A-rich side. The vapour then removes excess A, and \(X\) falls towards \(X^*\) as \(N\) decreases. The D-rich side corrects itself likewise. At a pressure maximum the signs reverse and the residue moves away.

For small deviations, (17) gives

\[
X-X^*\simeq(X_0-X^*)(N/N_0)^\lambda,\qquad
\lambda=\left.\frac{d(Y-X)}{dX}\right|_{X^*}.
\]

At the congruent point the bracket in (6) vanishes, so only its derivative contributes. By (7) that derivative is \(\alpha+\delta v/u=2\alpha\) with respect to \(u\). Differentiating the logarithm of (10), and using \(dX=X(1-X)\,d\ln(n_A/n_D)\), gives

\[
\frac{dX}{du}=\frac{X(1-X)}{u}\left(\frac1{u-1}+\frac1{v-1}\right).
\]

Therefore

\[
\lambda=\frac{2\alpha x_Ax_D}{(1+x_C)(P+p_C)}
\left(\frac{dX}{du}\right)^{-1}, \tag{18}
\]

evaluated at \(X^*\). Its sign is that of \(\alpha\).

## Special cases

**The 1:1 liquid.** At \(X=1/2\) the right side of (1) is one, so congruence requires \(p_A=p_D\). Intact adduct adds equally to both sides and drops out. In the ideal model \(x_A=x_D\) at this composition, and the requirement becomes \(a=d\).

For unequal \(a\) and \(d\), equation (3) gives \(\xi=(1-1/S)/2\), whence

\[
x_A=x_D=\frac1{S+1},\qquad x_C=\frac{S-1}{S+1},
\]

and therefore

\[
Y_{1:1}=\frac{a+c(S-1)}{a+d+2c(S-1)},\qquad
P_{1:1}=\frac{a+d+c(S-1)}{S+1}. \tag{19}
\]

**Strong binding.** Subtracting one half from (11) gives

\[
X^*-\frac12=\frac{r-1/r}{2(2S-r-1/r)}
\simeq\frac{r-1/r}{4\sqrt K}\qquad(K\to\infty,\ r\ \text{fixed}). \tag{20}
\]

The congruent composition approaches 1:1 slowly, as \(K^{-1/2}\).

**An adduct more volatile than both components.** Take \(a=100\), \(d=150\), \(c=400\) Torr and \(K=50\). Then \(\alpha=-300\) Torr and \(\delta=-250\) Torr, and the congruent point is a pressure maximum at \(X^*=0.493\) and 333 Torr. Integrating (17) from 0.02 on either side of it, until half the liquid had gone, increased the distance from \(X^*\) in both tests.

## Worked example

The pressures \(a\) and \(d\) are rough values for trimethylgallium (A) and diethyl ether (D) near room temperature, while \(c\) and \(K\) are assumed for illustration: \(a=230\), \(d=530\), \(c=20\) Torr, \(K=50\) and \(T=298\) K. Thus \(\alpha=210\) Torr and \(\delta=510\) Torr. The adduct is less volatile than either component, and (13) requires

\[
K>\frac{530-230}{230-20}=1.43,
\]

which is satisfied. Next, \(S=\sqrt{51}=7.141\) and \(r=\sqrt{510/210}=1.558\), so

\[
\frac{n_A}{n_D}=\frac{7.141-0.642}{7.141-1.558}=1.164,\qquad X^*=0.538.
\]

From (9), \(u=11.13\) and \(v=4.583\). Hence \(x_A=10.13/50=0.203\), \(x_D=3.583/50=0.072\) and \(x_C=0.726\). The partial pressures of A, D and C are 46.6, 38.0 and 14.5 Torr, and the total is 99.1 Torr (13.2 kPa). As a direct check of (1),

\[
\frac{46.6+14.5}{38.0+14.5}=1.16.
\]

Intact adduct makes up 73 % of the liquid's molecules but 15 % of the vapour's. It carries 24 % of the gallium in the vapour. If it is omitted from the vapour by setting \(c=0\), with \(a\), \(d\) and \(K\) fixed, \(X^*\) changes only from 0.5379 to 0.5355, while the pressure falls to 84.5 Torr, 15 % below the full result. The gallium-carrying pressure \(p_A+p_C\) falls further, from 61.1 to 45.3 Torr, or 26 %. Here the omission matters more for delivery rate than for composition.

A 1:1 liquid behaves differently from what its closeness to \(X^*\) might suggest. Equation (19) gives \(Y=0.351\) and \(P=108\) Torr, so the first vapour is rich in ether. The small offset in liquid composition is amplified because \(Y-X\) is steep. Equation (18) with the values above gives \(dX/du=0.00844\) and

\[
\lambda=\frac{2(210)(0.01452)}{(1.726)(113.6)(0.00844)}\approx3.7.
\]

Small deviations therefore shrink by a factor of about \(10^{3.7}\) while 90 % of the liquid evaporates. Integration of (17) to that point takes a 1:1 charge to 0.5379 and a charge at \(X=0.7\) to 0.5381. The liquid corrects itself, but at the cost of an early vapour of varying composition.

The leading term in (20) gives an offset from 1:1 of 0.032, against 0.038 from (11). It is about 15 % too small relative to the full offset, so (11) should be used at this \(K\).

## Free evaporation

The preceding results describe vapour that leaves saturated. For collisionless evaporation into vacuum with unit sticking coefficients, the molar flux of species \(i\), of molar mass \(M_i\), is

\[
J_i=\frac{p_i}{\sqrt{2\pi M_iRT}}.
\]

The surface must keep the bulk composition and temperature. Replacing pressures by fluxes in (1) leaves a common factor \(1/\sqrt{2\pi RT}\), which cancels. Equations (11) and (13) therefore hold with each \(P_i\) replaced by \(P_i/\sqrt{M_i}\), also inside \(\alpha\), \(\delta\) and \(r\).

With rounded molar masses of 115, 74 and 189 g/mol for A, D and C, the example gives \(X^*=0.548\). The equilibrium pressure is not stationary there: its slope is 99 Torr per unit of \(X\). A pressure minimum thus locates the congruent composition for saturated vapour, but not in general for this form of evaporation.

The number shows only the effect of the mass weighting. At about 100 Torr the mean free path in the vapour is well below a micrometre, so the flow is not collisionless. The ideal flux would also carry latent heat of order 10 MW/m², and the surface could not keep the bulk temperature. A real case needs a much lower vapour pressure, with \(K\) and the pure-component pressures taken at the actual surface temperature.

## Reliability for a real precursor liquid

Trimethylgallium is a gallium source for vapour-phase growth of semiconductors, and it forms adducts with ethers. Congruent evaporation keeps the composition constant, but it also delivers the ether: in the example, one ether for every 1.16 gallium atoms, counting free and bound molecules. The model does not say whether a growth process tolerates this. The pure-component pressures above have the right rough size. The values of \(c\) and \(K\) are assumptions, not measurements, and the result is sensitive to \(K\). With the three pure pressures fixed, \(K=10\) gives \(X^*=0.603\) and 165 Torr, while \(K=200\) gives 0.518 and 63 Torr. Using (11) to prepare a liquid therefore requires a measured \(K\) at the operating temperature.

Real liquids also depart from ideal mixing. One estimate assigns the same regular-solution energy \(W\) to all unlike pairs, so that the molar excess Gibbs energy is \(W(x_Ax_D+x_Ax_C+x_Dx_C)\), and keeps \(K=50\) as the ratio of activities. For \(W=-1\) kJ/mol the result is \(X^*=0.546\) and 93 Torr; for \(W=+1\) kJ/mol it is 0.529 and 104 Torr. Gas imperfection, with a common rough second virial coefficient of \(-1500\) cm³/mol, gives 0.537 and 97 Torr.

Temperature changes both volatility and binding. Take constant vaporization enthalpies of 33, 27 and 45 kJ/mol for A, D and C, and a liquid association enthalpy of \(-25\) kJ/mol. The congruent point is then at 0.532 and 41 Torr at 283 K, and at 0.544 and 217 Torr at 313 K. With these inputs, a liquid adjusted for 298 K is not congruent at 283 or 313 K, and its equilibrium pressure changes far more than \(X^*\) does. The same inputs, extrapolated, put the congruent mixture at 760 Torr near 68 °C, whereas the trimethylgallium etherate is reported to distil near 99 °C. The real binding is therefore probably much stronger than assumed. With these enthalpies and \(c=5\) to 10 Torr, a boiling point of 99 °C needs \(K\) of order 1000 to 2000 at 298 K, which gives \(X^*\approx0.505\) to 0.507 and about 25 Torr. The values 0.538 and 99 Torr illustrate the formulas and do not describe the real liquid.

The model fails if the liquid separates into two phases, if A or the adduct decomposes, if other stoichiometries are appreciable, or if association is slow compared with evaporation. The species balance or the equilibrium relations must then be rebuilt before condition (1) is applied. The numerical output below lists the values used here.

## Calculated quantities

```
Temperature: 298 K
Pure vapour pressure of A: 230 Torr
Pure vapour pressure of D: 530 Torr
Pure vapour pressure of undissociated C: 20 Torr
Liquid association constant K: 50 (dimensionless)
Threshold K for congruence: 1.429 (dimensionless)
Gas association constant: 0.00820 1/Torr
alpha = a-c: 210 Torr; delta = d-c: 510 Torr
S: 7.1414; r: 1.5584 (dimensionless)
u: 11.1291; v: 4.5826 (dimensionless)
Congruent overall A fraction X*: 0.5379 (dimensionless)
Congruent ratio nA/nD: 1.1642 (dimensionless)
A: liquid mole fraction 0.2026; partial pressure 46.59 Torr
D: liquid mole fraction 0.0717; partial pressure 37.98 Torr
C: liquid mole fraction 0.7258; partial pressure 14.52 Torr
Congruent total pressure: 99.08 Torr = 13.21 kPa
Intact C share of vapour molecules: 14.6 %
Share of vapour A carried by intact C: 23.8 %
Vapour A fraction over 1:1 liquid: 0.3508 (dimensionless)
Total pressure over 1:1 liquid: 108.44 Torr
Residue X after 90 % evaporation from X=0.5: 0.5379
Residue X after 90 % evaporation from X=0.7: 0.5381
Without intact C in vapour: X*=0.5355, P=84.53 Torr
Random tests: 234 with and 266 without a congruent point
Pressure-maximum test case: a=100, d=150, c=400 Torr
Pressure-maximum test result: X*=0.4926, P=332.77 Torr
Molar masses A, D, C: 115, 74, 189 g/mol
Free evaporation: X*=0.5484, dP/dX=99.2 Torr
Liquid interaction -1.0 kJ/mol: X*=0.5460, P=93.13 Torr
Liquid interaction +1.0 kJ/mol: X*=0.5286, P=104.36 Torr
Gas virial coefficient -1500 cm3/mol: X*=0.5368, P=97.37 Torr
Vaporization enthalpies A, D, C: 33, 27, 45 kJ/mol
Liquid association enthalpy: -25 kJ/mol
At 283 K: K=85.4, X*=0.5322, P=41.15 Torr
At 313 K: K=30.8, X*=0.5438, P=217.32 Torr
With K=10 at 298 K: X*=0.6034, P=165.08 Torr
With K=200 at 298 K: X*=0.5175, P=62.80 Torr
```
